# One-loop slope of the electron's Dirac form factor with a photon mass, part 1

(Sections cited here and not found follow in the second part.)

An electron that scatters from a static charge with small momentum transfer, or that is bound to a proton, does not couple to the Coulomb field as a bare point. While the external field acts, the electron may have emitted a virtual photon that it absorbs afterwards, and the recoil from that photon spreads the charge over a small region. In momentum space the spreading appears as a dependence of the charge form factor $F_1$ on the momentum transfer $q^2$. Two questions follow. The total charge is $F_1(0)$, and one must know whether the virtual photon changes it. The size of the spread is the slope $F_1'(0)$, and for a free electron and a massless photon this slope is infinite, because photons of arbitrarily long wavelength contribute. In an atom the binding cuts off those photons. A bound-state calculation therefore splits the photon modes into a hard part, for which the electron is free, and a soft part, for which it is nonrelativistic. A small photon mass $\lambda$ is one way to make the split, and the hard part is then the free form factor computed with that mass.

## Conventions and assumptions

Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, $e^2=4\pi\alpha$, $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$, $\sigma^{\mu\nu}=\tfrac{i}{2}[\gamma^\mu,\gamma^\nu]$, and $\not a=\gamma^\mu a_\mu$. The incoming and outgoing electrons have $p^2=p'^2=m^2$, with $\not p\,u=mu$ and $\bar u'\not p'=m\bar u'$, and $q=p'-p$. Scattering has $q^2<0$. The form factors are defined by the on-shell matrix element of the current,

$$\bar u'\,\Gamma^\mu u=\bar u'\Big[F_1(q^2)\gamma^\mu+F_2(q^2)\frac{i\sigma^{\mu\nu}q_\nu}{2m}\Big]u .\tag{1}$$

The assumptions are these.

(A1) The calculation is to first order in $\alpha$. The vertex diagram and the external-leg factor are included. Vacuum polarization of the external photon belongs to the photon propagator and is excluded from $F_1$.

(A2) The Feynman rules are: vertex $-ie\gamma^\mu$, electron propagator $iS(k)$ with $S(k)=(\not k-m+i0)^{-1}=(\not k+m)/(k^2-m^2+i0)$, and photon propagator $-ig_{\mu\nu}/(l^2-\lambda^2+i0)$ in the loop.

(A3) The ultraviolet regulator is of Pauli–Villars type: from every loop the same loop with $\lambda$ replaced by $\Lambda$ is subtracted. For a quantity $f_\mu$ that depends on a photon mass $\mu$ we write $[f]=f_\lambda-f_\Lambda$. The subtracted photon factor is $[1/(l^2-\mu^2)]=(\lambda^2-\Lambda^2)/((l^2-\lambda^2)(l^2-\Lambda^2))$, which falls as $l^{-4}$.

(A4) $0<\lambda$ and $q^2<4m^2$. We write $\epsilon=\lambda/m$ and $L=\ln(1/\epsilon)=\ln(m/\lambda)$.

With (A2) the correction to the amputated vertex, $-ie\,\delta\Gamma^\mu$, and the self-energy insertion, $-i\Sigma$, carry the following factors. The vertex has $(-ie)^2$ from two extra vertices, $i^2$ from two electron lines and $-i$ from the photon, and the product is $(-e^2)(-1)(-i)=-ie^2$. The self-energy has $(-ie)^2\cdot i\cdot(-i)=-e^2$, and dividing by $-i$ gives $-ie^2$ again. With $l$ the photon momentum,

$$\delta\Gamma^\mu(p',p)=-ie^2\!\int\!\frac{d^4l}{(2\pi)^4}\,\gamma^\nu S(p'-l)\gamma^\mu S(p-l)\gamma_\nu\Big[\frac{1}{l^2-\mu^2}\Big],\tag{2}$$

$$\Sigma(p)=-ie^2\!\int\!\frac{d^4l}{(2\pi)^4}\,\gamma^\nu S(p-l)\gamma_\nu\Big[\frac{1}{l^2-\mu^2}\Big].\tag{3}$$

The integrands fall as $l^{-6}$ and $l^{-5}$, so both integrals converge at large $l$, shifts of $l$ are allowed and odd terms vanish.

## The theorem

**Theorem.** Under (A1)–(A4):

(a) $F_1(0)=1$ for all $\lambda$ and $\Lambda$.

(b) The limit $\Lambda\to\infty$ of $F_1(q^2)$ exists, and its Taylor series in $q^2$ converges for $|q^2|<4m^2$, whatever the ratio $q^2/\lambda^2$.

(c) For $\epsilon\ll1$,

$$F_1=1+\frac{\alpha}{3\pi}\frac{q^2}{m^2}\Big[L-\frac38+\frac{9\pi}{16}\epsilon+O(\epsilon^2L)\Big]+\frac{\alpha}{\pi}\frac{q^4}{m^4}\Big[\frac{L}{20}-\frac{11}{240}+O(\epsilon)\Big]+O\Big(\alpha L\frac{q^6}{m^6}\Big).\tag{4}$$

The compact form $F_1=1+(\alpha/3\pi)(q^2/m^2)(\ln(m/\lambda)-3/8)$ is the leading part of (4) and holds when both $\lambda\ll m$ and $|q^2|\ll m^2$.

## Wave-function renormalization and the Ward identity

**Lemma 1.** To first order, $F_1=1+\delta F_1(q^2)+\delta Z_2$, where $\delta F_1$ is the $\gamma^\mu$ coefficient of (2) in the decomposition (1), and $\delta Z_2=d\Sigma/dM$ at $M=m$, with $\Sigma(M)=A(M^2)+M\,B(M^2)$ when $\Sigma(p)=A(p^2)+\not p\,B(p^2)$.

*Proof.* Summing repeated insertions of $-i\Sigma$ as a geometric series gives the full propagator $i/(\not p-m_0-\Sigma)$, with $m_0$ the mass in the Lagrangian. Since $p^2=\not p^{\,2}$, $\Sigma$ is a function of the single matrix $\not p$. The physical mass solves $m=m_0+\Sigma(m)$, and near it $\not p-m_0-\Sigma=(\not p-m)(1-\Sigma'(m))+O((\not p-m)^2)$. The pole thus has residue $Z_2=1/(1-\Sigma'(m))=1+\Sigma'(m)+O(\alpha^2)$. The residue is the squared amplitude with which the field creates a normalized one-electron state, so by the LSZ reduction formula each external leg multiplies the amputated vertex by $\sqrt{Z_2}$. Two legs give $\Gamma^\mu=Z_2(\gamma^\mu+\delta\Gamma^\mu)=(1+\delta Z_2)\gamma^\mu+\delta\Gamma^\mu+O(\alpha^2)$. Using $m$ in place of $m_0$ inside the loops changes only $O(\alpha^2)$ terms. The derivative $\Sigma'(m)$ exists because, as Lemma 5 shows, $\Sigma$ is analytic for $p^2<(m+\lambda)^2$. For $\lambda=0$ the branch point would sit on the mass shell. $\square$

**Lemma 2 (Ward identity).** $\delta F_1(0)=-\delta Z_2$.

*Proof.* Put $k=p-l$ and $k'=p'-l$, so that $\not q=\not k'-\not k=S(k')^{-1}-S(k)^{-1}$. Multiplying by $S(k')$ on the left and $S(k)$ on the right gives

$$S(k')\,\not q\,S(k)=S(k)-S(k').$$

Contract (2) with $q_\mu$ and insert this. The two terms are exactly the integrands of (3) at $p$ and $p'$, with the same prefactor and the same regulated photon factor, so for arbitrary off-shell momenta

$$q_\mu\,\delta\Gamma^\mu(p',p)=\Sigma(p)-\Sigma(p').$$

To first order in $q$, for every direction of $q$, this reads $\delta\Gamma^\mu(p,p)=-\partial\Sigma/\partial p_\mu$. The derivative is $\partial\Sigma/\partial p_\mu=2p^\mu(A'+\not p\,B')+B\gamma^\mu$, with primes for $d/dp^2$. Take it between $\bar u(p)$ and $u(p)$. From $\not p\gamma^\mu+\gamma^\mu\not p=2p^\mu$ one has $2m\,\bar u\gamma^\mu u=2p^\mu\,\bar uu$, so $p^\mu\bar uu=m\,\bar u\gamma^\mu u$ and

$$\bar u\,\frac{\partial\Sigma}{\partial p_\mu}u=(2mA'+2m^2B'+B)\,\bar u\gamma^\mu u=\frac{d\Sigma}{dM}\Big|_{m}\bar u\gamma^\mu u .$$

On the other side, the $F_2$ structure in (1) vanishes at $q=0$, since $F_2(0)$ is finite (Lemma 4), leaving $\delta F_1(0)\,\bar u\gamma^\mu u$. $\square$

Lemmas 1 and 2 give part (a) of the theorem and the working formula

$$F_1(q^2)=1+\delta F_1(q^2)-\delta F_1(0).\tag{5}$$

*Remark.* The subtraction at $q^2=0$ in (5) is not a choice of renormalization condition. It is the external-leg factor, whose value the Ward identity fixes. The proof requires that (2) and (3) be regulated alike. Here the regulator acts on the photon line only, which leaves the electron-line identity untouched.

**Lemma 3 (longitudinal terms).** Adding to $g_{\mu\nu}/(l^2-\mu^2)$ a term $l_\mu l_\nu f(l^2)$, with $f$ regulated so that the integrals converge and with poles only at positive $l^2$, changes neither $F_1$ nor $F_2$ nor $m$.

*Proof.* The added term replaces $\gamma^\nu\cdots\gamma_\nu$ by $\not l\cdots\not l$. On shell, $\not l\,u=-(\not p-\not l-m)u$, so $S(p-l)\not l\,u=-u$, and likewise $\bar u'\not l\,S(p'-l)=-\bar u'$. The vertex therefore changes by $T\gamma^\mu$ with $T=-ie^2\int d^4l\,f(l^2)/(2\pi)^4$, independent of $q$. For the self-energy put $P=\not p-m$ and $K=\not p-\not l-m$, so that $\not l=P-K$ and $S=K^{-1}$. Then $\not l\,S\,\not l=PK^{-1}P-2P+K=PSP-P-\not l$. The last term is odd in $l$ and integrates to zero. The first integrates to $(\not p-m)^2$ times a function of $\not p$ that is regular at the shell, so it and its first derivative vanish there. The middle term gives $-T(\not p-m)$, which vanishes on shell and shifts $\delta Z_2$ by $-T$. The sum $\delta F_1+\delta Z_2$ is unchanged. $\square$

The $l_\mu l_\nu/\lambda^2$ term of a massive vector propagator and a gauge term proportional to $l_\mu l_\nu/((l^2-\lambda^2)(l^2-\xi\lambda^2))$ with $\xi>0$ are of this kind once regulated. For the first of them the single subtraction (A3) does not make $T$ converge, and further subtractions are needed. The massless gauge term $l_\mu l_\nu/(l^2)^2$ is not covered, since its pole sits at $l^2=0$ and $T$ is then infrared divergent. So $\delta Z_2$ and $\delta F_1(0)$ separately depend on the gauge, and $F_1$ does not.

## The vertex as a parameter integral

**Lemma 4.** With $x,y,z\ge0$, $x+y+z=1$, and

$$\Delta_\mu=-xy\,q^2+(1-z)^2m^2+z\mu^2,\qquad n=1-4z+z^2,$$

the form factors of (2) are

$$\delta F_1=\frac{\alpha}{2\pi}\int dx\,dy\left[-\ln\Delta_\mu+\frac{(1-x)(1-y)q^2+n\,m^2}{\Delta_\mu}\right],\qquad F_2=\frac{\alpha}{2\pi}\int dx\,dy\left[\frac{2m^2z(1-z)}{\Delta_\mu}\right],\tag{6}$$

where the square brackets denote the subtraction (A3).

*Proof. Denominators.* For positive $a_1,a_2,a_3$, write $1/a_i=\int_0^\infty ds_i\,e^{-s_ia_i}$, set $(s_1,s_2,s_3)=s(x,y,z)$ with Jacobian $s^2$, and use $\int_0^\infty s^2e^{-sd}ds=2/d^3$. This gives $1/(a_1a_2a_3)=2\int dx\,dy\,(xa_1+ya_2+za_3)^{-3}$, which continues analytically to denominators that share the $+i0$. On shell, $(p-l)^2-m^2=l^2-2p\cdot l$, and similarly for $p'$. Assign $x$ to the $p$ line, $y$ to the $p'$ line and $z$ to the photon. The combination is $l^2-2l\cdot v-z\mu^2$ with $v=xp+yp'$. Setting $l=\ell+v$ turns it into $\ell^2-v^2-z\mu^2$. From $q^2=2m^2-2p\cdot p'$,

$$v^2=(x^2+y^2)m^2+xy(2m^2-q^2)=(1-z)^2m^2-xy\,q^2,$$

so the denominator is $(\ell^2-\Delta_\mu)^3$. Because $xy\le(x+y)^2/4=(1-z)^2/4$, $\Delta_\mu>0$ for $q^2<4m^2$.

*Contractions.* From $\gamma^\nu\gamma_\nu=4$ and the anticommutator: $\gamma^\nu\not a\gamma_\nu=2\not a-4\not a=-2\not a$. Next, $\not b\gamma_\nu=2b_\nu-\gamma_\nu\not b$ gives $\gamma^\nu\not a\not b\gamma_\nu=2\not b\not a+2\not a\not b=4a\cdot b$. The same move once more gives $\gamma^\nu\not a\not b\not c\gamma_\nu=2\not c\not a\not b-4(a\cdot b)\not c=2\not c\not a\not b-2\not c(\not a\not b+\not b\not a)=-2\not c\not b\not a$. The numerator of (2) is then

$$N^\mu=\gamma^\nu(\not k'+m)\gamma^\mu(\not k+m)\gamma_\nu=-2\big\{\not k\gamma^\mu\not k'+m^2\gamma^\mu-2m(k+k')^\mu\big\}.$$

*Shift.* Now $k=b-\ell$ and $k'=b'-\ell$ with $b=(1-x)p-yp'$ and $b'=(1-y)p'-xp$. Terms linear in $\ell$ drop. Symmetric integration replaces $\ell^\alpha\ell^\beta$ by $\ell^2g^{\alpha\beta}/4$, so $\not\ell\gamma^\mu\not\ell\to\tfrac14\ell^2\gamma^\alpha\gamma^\mu\gamma_\alpha=-\tfrac12\ell^2\gamma^\mu$. The rest contains

$$\not b\gamma^\mu\not b'=(1-x)(1-y)\not p\gamma^\mu\not p'-x(1-x)\not p\gamma^\mu\not p-y(1-y)\not p'\gamma^\mu\not p'+xy\,\not p'\gamma^\mu\not p .$$

*On-shell reduction.* An arrow means equality between $\bar u'$ and $u$. The method is to move $\not p$ to the right and $\not p'$ to the left. The basic moves are $\not p\gamma^\mu=2p^\mu-\gamma^\mu\not p\to2p^\mu-m\gamma^\mu$ and $\gamma^\mu\not p'\to2p'^\mu-m\gamma^\mu$. They give $\not p'\gamma^\mu\not p\to m^2\gamma^\mu$, $\not p\gamma^\mu\not p\to2mp^\mu-m^2\gamma^\mu$ and $\not p'\gamma^\mu\not p'\to2mp'^\mu-m^2\gamma^\mu$. For the remaining product, $\not p\gamma^\mu\not p'=2p^\mu\not p'-\gamma^\mu\not p\not p'$. The first term gives $2mp^\mu$. In the second, $\gamma^\mu\not p\not p'=\gamma^\mu(2p\cdot p'-\not p'\not p)\to2p\cdot p'\,\gamma^\mu-m(2p'^\mu-m\gamma^\mu)$. With $R=p+p'$ and $2p\cdot p'=2m^2-q^2$,

$$\not p\gamma^\mu\not p'\to2mR^\mu+(q^2-3m^2)\gamma^\mu .$$

Two parameter identities shorten the collection of terms: $(1-x)(1-y)=z+xy$, and $x(1-x)+y(1-y)=(1-z)-(1-z)^2+2xy=z(1-z)+2xy$. The $m^2\gamma^\mu$ coefficient inside the braces, including the explicit $m^2\gamma^\mu$, is

$$-3(z+xy)+z(1-z)+2xy+xy+1=1-2z-z^2 .$$

For the vector terms use $p=(R-q)/2$, $p'=(R+q)/2$ and $b+b'=(1-2x)p+(1-2y)p'=zR+(x-y)q$. The $R^\mu$ coefficient is $2m(z+xy)-m[z(1-z)+2xy]-2mz=-mz(1-z)$. The $q^\mu$ coefficient is $m\{x(1-x)-y(1-y)\}-2m(x-y)=m(z-2)(x-y)$, because $x(1-x)-y(1-y)=(x-y)(1-x-y)$.

*Gordon identity.* By definition $i\sigma^{\mu\nu}q_\nu=-\tfrac12(\gamma^\mu\not q-\not q\gamma^\mu)$. The four products give $\gamma^\mu\not p'-\gamma^\mu\not p-\not p'\gamma^\mu+\not p\gamma^\mu\to2R^\mu-4m\gamma^\mu$, hence $R^\mu\to2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$. The $R^\mu$ term becomes $-2m^2z(1-z)\gamma^\mu+2m^2z(1-z)\,i\sigma^{\mu\nu}q_\nu/2m$, and $1-2z-z^2-2z(1-z)=n$. Altogether

$$N^\mu\to-2\Big\{\gamma^\mu\big(-\tfrac12\ell^2+(1-x)(1-y)q^2+nm^2\big)+\frac{i\sigma^{\mu\nu}q_\nu}{2m}\,2m^2z(1-z)+q^\mu m(z-2)(x-y)\Big\}.$$

The $q^\mu$ term is odd under $x\leftrightarrow y$ while $\Delta_\mu$ is even, so it integrates to zero, and the form (1) results.

*Wick rotation.* With $\Delta_\mu>0$ the poles in $\ell^0$ lie at $\pm(\sqrt{\boldsymbol\ell^2+\Delta_\mu}-i0)$, in the second and fourth quadrants, and the contour turns freely to $\ell^0=i\ell_4$. Then $d^4\ell=i\,2\pi^2r^3dr$, $\ell^2=-r^2$ and $(\ell^2-\Delta)^3=-(r^2+\Delta)^3$. The prefactor is $(-ie^2)(i)(-1)\cdot2\cdot2\pi^2/(2\pi)^4=-2e^2/8\pi^2=-2(\alpha/2\pi)$. With the $-2$ of $N^\mu$ this makes $4(\alpha/2\pi)\int dx\,dy\int r^3dr\,\{\cdots\}/(r^2+\Delta)^3$, where $-\tfrac12\ell^2=+\tfrac12r^2$. With $s=r^2$,

$$\int_0^\infty\!\frac{r^3dr}{(r^2+\Delta)^3}=\frac12\int_0^\infty\!\Big(\frac{1}{(s+\Delta)^2}-\frac{\Delta}{(s+\Delta)^3}\Big)ds=\frac12\Big(\frac1\Delta-\frac1{2\Delta}\Big)=\frac{1}{4\Delta},$$

and, from $s^2=(s+\Delta)^2-2\Delta(s+\Delta)+\Delta^2$,

$$\frac12\int_0^{s_1}\!\frac{s^2ds}{(s+\Delta)^3}=\frac12\Big(\ln\frac{s_1}{\Delta}-2+\frac12\Big)+O\Big(\frac{\Delta}{s_1}\Big).\tag{7}$$

In the subtraction $\ln s_1$ and the constant cancel, leaving $\tfrac12[-\ln\Delta_\mu]$. The weights are $4\cdot\tfrac12\cdot\tfrac12=1$ for the logarithm and $4\cdot\tfrac14=1$ for the $1/\Delta$ terms, which is (6). $\square$

From here on we use $w=1-z$, $x=w\tau$, $y=w(1-\tau)$ with $0\le\tau\le1$, so that $dx\,dy=w\,dw\,d\tau$ and $xy=w^2\tau(1-\tau)$. At $q^2=0$, $\Delta_\mu=m^2D$ with

$$D=w^2+\epsilon^2(1-w)\quad\text{for }\mu=\lambda,\qquad n=w^2+2w-2 .$$

**Lemma 5.** With $\Delta^\Sigma_\mu=(1-z)m^2+z\mu^2-z(1-z)p^2$,

$$\Sigma=\frac{\alpha}{2\pi}\int_0^1dz\,(2m-z\not p)\,[-\ln\Delta^\Sigma_\mu],\qquad \delta Z_2=\frac{\alpha}{2\pi}\int_0^1dz\left[z\ln\Delta_\mu+\frac{2z(1-z)(2-z)m^2}{\Delta_\mu}\right]_{q^2=0},\tag{8}$$

and this $\delta Z_2$ cancels $\delta F_1(0)$ of (6) identically.

*Proof.* The numerator of (3) is $-2\not k+4m$. With $1/(a_1a_2)=\int_0^1dz\,(za_1+(1-z)a_2)^{-2}$ and $z$ on the photon, the denominator is $l^2-2(1-z)p\cdot l+(1-z)(p^2-m^2)-z\mu^2$. The shift $l=\ell+(1-z)p$ makes it $\ell^2-\Delta^\Sigma_\mu$, since $(1-z)-(1-z)^2=z(1-z)$, and makes $k=zp-\ell$. The condition $\Delta^\Sigma_\mu>0$ on $[0,1]$ is $p^2<m^2/z+\mu^2/(1-z)$, whose right side has its minimum $(m+\mu)^2$ at $z=m/(m+\mu)$. This is the analyticity used in Lemma 1. Wick rotation gives the prefactor $(-ie^2)(i)\,2\pi^2/(2\pi)^4=\alpha/2\pi$, the squared denominator having no sign. The radial integral is $\tfrac12\int_0^{s_1}s\,ds/(s+\Delta)^2=\tfrac12(\ln(s_1/\Delta)-1)$ for large $s_1$, so the subtraction leaves $\tfrac12[-\ln\Delta^\Sigma_\mu]$, and $\tfrac12(4m-2z\not p)=2m-z\not p$. For $\delta Z_2$ set $\not p\to M$, $p^2\to M^2$. Differentiating the factor $2m-zM$ gives $+z\ln\Delta$. Differentiating the logarithm uses $\partial\Delta^\Sigma/\partial M=-2z(1-z)M$ and gives $(2-z)m\cdot2z(1-z)m/\Delta$. At $M=m$, $\Delta^\Sigma_\mu=(1-z)^2m^2+z\mu^2$, the same as $\Delta_\mu$ at $q^2=0$.

For the cancellation, at $q^2=0$ the $\tau$ integral in (6) is trivial and leaves the weight $1-z$. For one photon mass the summed integrand is

$$g(z)=-(1-2z)\ln\Delta+\frac{(1-z)\{n+2z(2-z)\}m^2}{\Delta}=-(1-2z)\ln\Delta+\frac{(1-z)(1-z^2)m^2}{\Delta}.$$

Compare with $\frac{d}{dz}\{-z(1-z)\ln\Delta\}=-(1-2z)\ln\Delta-z(1-z)\Delta'/\Delta$, where $\Delta'=-2(1-z)m^2+\mu^2$. Eliminating $z\mu^2=\Delta-(1-z)^2m^2$ gives $z\Delta'=\Delta-(1-z)(2z+1-z)m^2=\Delta-(1-z^2)m^2$. Hence $-z(1-z)\Delta'/\Delta=-(1-z)+(1-z)(1-z^2)m^2/\Delta$, and

$$g(z)=\frac{d}{dz}\{-z(1-z)\ln\Delta\}+(1-z).$$

The total derivative vanishes at both ends because $\Delta>0$ there, so $\int_0^1g\,dz=\tfrac12$ for any mass, and $[\tfrac12]=0$. $\square$

*Remark.* The leftover $\tfrac12$ does not depend on the photon mass, so it drops out in the subtraction. The condition noted after Lemma 2 shows itself when the two diagrams are regulated differently. If the vertex is subtracted with $\Lambda_V$ and the self-energy with $\Lambda_S$, both large against $m$, the $\tfrac12$ still cancels, but $\delta F_1(0)+\delta Z_2$ equals the difference of $\delta Z_2$ at $\Lambda_S$ and at $\Lambda_V$, which is $(\alpha/2\pi)\ln(\Lambda_V/\Lambda_S)$ by Remark 3 below. If instead both radial integrals are cut at the same $s_1$ with no subtraction, their constants add $-\tfrac34$ and $+\tfrac12$ to the $\tfrac12$, and $(\alpha/2\pi)\cdot\tfrac14$ remains.

## The slope

So far we have shown that the virtual photon leaves the total charge unchanged, $F_1(0)=1$, and have written the one-loop form factors as the parameter integrals (6). It remains to extract the slope from them, prove parts (b) and (c) of the theorem, and apply the result to a bound electron.
